**Share of detected photoelectrons from a buried marker**

The program tests $F=e^{-d/L}(1-e^{-t/L})$ with $L=\lambda\cos\theta$, where $d$ is the cap thickness, $t$ the marker thickness, $\lambda$ the attenuation length along the path and $\theta$ the emission angle from the surface normal. It asserts that the shares of cap, marker and substrate agree with a numerical solution of the straight-line transport equation. A random simulation of starting depths and loss-free paths must reproduce both $F$ and the escape share of the marker's own electrons within five standard errors. The program also asserts that $F$ falls over six angles from 0 to 75 degrees for the 3 nm cap. For a 0.5 nm cap, a numerical search must find the oblique angle of largest $F$ that the formula predicts. The output gives $F=0.0993$ at 0 degrees and $0.0500$ at 60 degrees for $d=3$ nm, $t=1$ nm and $\lambda=2.5$ nm. Over the same tilt the marker-to-substrate ratio rises from 0.492 to 1.23.

## Verification by program

```python
"""
Result under test: the share of unscattered photoelectrons that comes from
a buried marker layer is
    F = exp(-d/L) * (1 - exp(-t/L)),   L = lam*cos(theta)
d: cap thickness, t: marker thickness, lam: attenuation length along the path,
theta: emission angle from the surface normal, L: attenuation depth.
Emission density and lam are equal in cap, marker and thick substrate;
paths are straight. All lengths are in nm.
Independent roads: transport equation, random simulation, depth quadrature.
"""
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import minimize_scalar

cap = 3.0
marker = 1.0
lam = 2.5
angles_deg = (0.0, 60.0)
deep = 80.0  # depth that stands for a thick substrate


def marker_share(d, t, L):
    """Derived closed formula."""
    return np.exp(-d / L) * (1.0 - np.exp(-t / L))


def transport_signal(top, bottom, cosine):
    """Surface signal when only depths top..bottom emit, at unit density."""
    signal = 0.0
    for thickness, source in ((bottom - top, 1.0), (top, 0.0)):
        if thickness > 0.0:
            solution = solve_ivp(
                lambda h, y: (source - y / lam) / cosine,
                (0.0, thickness), [signal], rtol=1e-9, atol=1e-12)
            assert solution.success
            signal = solution.y[0, -1]
    return signal


def quadrature_share(d, t, cosine):
    """Marker share from direct integration over depth of origin."""
    def survival(z):
        return np.exp(-z / (lam * cosine))
    part = quad(survival, d, d + t, epsabs=1e-13)[0]
    total = quad(survival, 0.0, np.inf, epsabs=1e-13)[0]
    return part / total


print(f"Cap thickness: {cap:.1f} nm")
print(f"Marker thickness: {marker:.1f} nm")
print(f"Attenuation length along path: {lam:.1f} nm")

rng = np.random.default_rng(12345)
samples = 3_000_000
sample_depth = 40.0
shares = []
marker_to_substrate = []

for angle in angles_deg:
    cosine = np.cos(np.radians(angle))
    L = lam * cosine
    transmission = np.exp(-cap / L)
    filling = 1.0 - np.exp(-marker / L)
    F = marker_share(cap, marker, L)
    cap_share = 1.0 - np.exp(-cap / L)
    substrate_share = np.exp(-(cap + marker) / L)
    ratio = np.exp(marker / L) - 1.0
    escape = L / marker * F
    midpoint = marker / L * np.exp(-(cap + marker / 2) / L)

    # Transport equation with one emitting layer at a time
    total = transport_signal(0.0, deep, cosine)
    from_cap = transport_signal(0.0, cap, cosine)
    from_marker = transport_signal(cap, cap + marker, cosine)
    from_substrate = transport_signal(cap + marker, deep, cosine)
    assert abs(from_marker / total - F) < 1e-6
    assert abs(from_cap / total - cap_share) < 1e-6
    assert abs(from_substrate / total - substrate_share) < 1e-6
    assert abs(from_marker / from_substrate - ratio) < 1e-4
    x = marker / (2 * L)
    assert abs(from_marker / total / midpoint - np.sinh(x) / x) < 1e-4

    # Random depths and random loss-free path lengths
    depth = rng.uniform(0.0, sample_depth, samples)
    free_path = rng.exponential(lam, samples)
    escaped = free_path > depth / cosine
    in_marker = (depth > cap) & (depth < cap + marker)
    detected = np.count_nonzero(escaped)
    launched = np.count_nonzero(in_marker)
    detected_marker = np.count_nonzero(escaped & in_marker)
    F_random = detected_marker / detected
    P_random = detected_marker / launched
    F_error = np.sqrt(F * (1 - F) / detected)
    P_error = np.sqrt(escape * (1 - escape) / launched)
    # Five standard errors allow for counting noise
    assert abs(F_random - F) < 5 * F_error
    assert abs(P_random - escape) < 5 * P_error

    shares.append(F)
    marker_to_substrate.append(from_marker / from_substrate)
    print(f"--- Emission angle {angle:.0f} degrees from normal ---")
    print(f"Attenuation depth L: {L:.3f} nm")
    print(f"Cap transmission exp(-d/L): {transmission:.5f} (no unit)")
    print(f"Marker filling factor 1-exp(-t/L): {filling:.5f} (no unit)")
    print(f"Marker share F: {F:.5f} (no unit) = {100 * F:.2f} percent")
    print(f"Marker share, transport equation: {from_marker / total:.5f} (no unit)")
    print(f"Marker share, random simulation: {F_random:.4f}"
          f" +/- {F_error:.4f} (no unit)")
    print(f"Cap share: {cap_share:.5f} (no unit)")
    print(f"Substrate share: {substrate_share:.5f} (no unit)")
    print(f"Marker over substrate: {ratio:.4f} (no unit)")
    print(f"Escape share P of marker electrons: {escape:.5f} (no unit)")
    print(f"Midpoint estimate of F: {midpoint:.5f} (no unit)")
    print(f"F over midpoint estimate: {F / midpoint:.4f} (no unit)")

# Tilting lowers the marker share but raises marker over substrate
scan = []
for angle in (0, 15, 30, 45, 60, 75):
    cosine = np.cos(np.radians(angle))
    scan.append(transport_signal(cap, cap + marker, cosine)
                / transport_signal(0.0, deep, cosine))
assert np.all(np.diff(scan) < 0)
assert marker_to_substrate[1] > marker_to_substrate[0]

best_L = marker / np.log(1.0 + marker / cap)
assert best_L > lam

# A thinner cap has an oblique maximum: find it without the formula
thin_cap = 0.5
search = minimize_scalar(
    lambda a: -quadrature_share(thin_cap, marker, np.cos(np.radians(a))),
    bounds=(0.0, 85.0), method="bounded", options={"xatol": 1e-5})
thin_best_L = marker / np.log(1.0 + marker / thin_cap)
thin_angle = np.degrees(np.arccos(thin_best_L / lam))
assert search.success and abs(search.x - thin_angle) < 0.01

print("--- Comparison of angles ---")
print(f"F at 60 degrees over F at 0 degrees: {shares[1] / shares[0]:.4f} (no unit)")
print(f"Attenuation depth L* that maximizes F: {best_L:.3f} nm")
print(f"Thin-cap test case, cap thickness: {thin_cap:.1f} nm")
print(f"Thin-cap L*: {thin_best_L:.3f} nm")
print(f"Thin-cap best angle, formula: {thin_angle:.2f} degrees")
print(f"Thin-cap best angle, numerical search: {search.x:.2f} degrees")
print("verified")
```

Printed output:

```
Cap thickness: 3.0 nm
Marker thickness: 1.0 nm
Attenuation length along path: 2.5 nm
--- Emission angle 0 degrees from normal ---
Attenuation depth L: 2.500 nm
Cap transmission exp(-d/L): 0.30119 (no unit)
Marker filling factor 1-exp(-t/L): 0.32968 (no unit)
Marker share F: 0.09930 (no unit) = 9.93 percent
Marker share, transport equation: 0.09930 (no unit)
Marker share, random simulation: 0.0993 +/- 0.0007 (no unit)
Cap share: 0.69881 (no unit)
Substrate share: 0.20190 (no unit)
Marker over substrate: 0.4918 (no unit)
Escape share P of marker electrons: 0.24824 (no unit)
Midpoint estimate of F: 0.09864 (no unit)
F over midpoint estimate: 1.0067 (no unit)
--- Emission angle 60 degrees from normal ---
Attenuation depth L: 1.250 nm
Cap transmission exp(-d/L): 0.09072 (no unit)
Marker filling factor 1-exp(-t/L): 0.55067 (no unit)
Marker share F: 0.04996 (no unit) = 5.00 percent
Marker share, transport equation: 0.04996 (no unit)
Marker share, random simulation: 0.0505 +/- 0.0007 (no unit)
Cap share: 0.90928 (no unit)
Substrate share: 0.04076 (no unit)
Marker over substrate: 1.2255 (no unit)
Escape share P of marker electrons: 0.06244 (no unit)
Midpoint estimate of F: 0.04865 (no unit)
F over midpoint estimate: 1.0269 (no unit)
--- Comparison of angles ---
F at 60 degrees over F at 0 degrees: 0.5031 (no unit)
Attenuation depth L* that maximizes F: 3.476 nm
Thin-cap test case, cap thickness: 0.5 nm
Thin-cap L*: 0.910 nm
Thin-cap best angle, formula: 68.65 degrees
Thin-cap best angle, numerical search: 68.65 degrees
verified
```
